Does a threefold in-plane Hall signal prove that magnetization is canted?

**The argument under review**

The manuscript considers a ferromagnetic film whose normal z is a threefold axis lying in three vertical mirror planes (point group C3v). Current and voltage leads lie in the film. A field rotates the magnetization direction m in the film plane, and the transverse voltage contains a part that reverses with m and repeats every 120°. The manuscript reasons as follows: the anomalous Hall current is proportional to m × E; for m and E both in the plane this current points along z; so the measured signal must come from an out-of-plane component m_z, and its size gives the canting angle.

The relation j ∝ m × E holds for an isotropic medium to first order in m. The question is what replaces it in this film.

**What symmetry requires**

Let j_i = Σ_j σ_ij E_j, and let m be a unit vector. The anomalous Hall part of the sheet conductivity is the antisymmetric part,

h = (σ_xy − σ_yx)/2.

Onsager's relation, σ_ij(m) = σ_ji(−m), gives at once

h(−m) = −h(m),

while the symmetric part s = (σ_xy + σ_yx)/2, the planar Hall conductivity, is even in m. Reversing m therefore separates the two.

An antisymmetric tensor is equivalent to an axial vector, of which h is the z component. Magnetization is axial too. If R is a symmetry operation of the nonmagnetic film, spin-orbit coupling included, both vectors transform with A = det(R) R. The operations of a film leave the z axis in place, so

h(A m) = A_zz h(m).

Now take m = (cos φ, sin φ, 0), with x along the normal of one vertical mirror.

Twofold axis along z: A = diag(−1, −1, 1), so h(−m) = h(m). Onsager's relation says h(−m) = −h(m). Both hold only if h = 0, for every φ.

Horizontal mirror: R = diag(1, 1, −1) has determinant −1, so A = diag(−1, −1, 1) again, and h = 0 again.

Threefold axis: h(φ + 120°) = h(φ), so only harmonics nφ with n a multiple of 3 occur. Reversal of m is φ → φ + 180°, which multiplies the nth harmonic by (−1)ⁿ; oddness demands odd n. This leaves n = 3, 9, 15 and so on.

Vertical mirror x → −x: A = diag(1, −1, −1), so h(−φ) = −h(φ), which removes the cosines.

The in-plane response in C3v is therefore

h(φ) = A3 sin 3φ + A9 sin 9φ + …

Since sin 3φ = 3 cos²φ sin φ − sin³φ, its first term is the cubic polynomial A3(3m_x²m_y − m_y³). It vanishes for m along a mirror normal and is largest for m in a mirror plane. Nothing here requires m_z. The manuscript's premise fails in C3v, although it would be correct in a film with a twofold normal axis, such as C2v, C4v or C6v.

A threefold axis is not necessary either. With a single vertical mirror and no other symmetry, sin φ itself is allowed, a term linear in m. The threefold axis removes that term and makes the cubic one the leading candidate.

**Why the twofold axis is so effective**

The intrinsic Hall conductivity is a sum of Berry curvature Ω over occupied states. A twofold rotation reverses an in-plane m, and time reversal reverses it back, so their product remains a symmetry of the magnetized film. The product takes k to −k and back to k. Rotation about z preserves Ω, and time reversal changes its sign. Hence Ω(k) = −Ω(k) = 0 for each nondegenerate band.

A four-band crystal with random hoppings, time-reversal symmetric before a uniform exchange field is added, illustrates this. With in-plane m and no twofold axis its Hall sum is about −0.29 e²/h (−0.284 on a 40 × 40 mesh, −0.289 on 170 × 170). When the hoppings are made twofold symmetric, the sum is zero to rounding, 1.5 × 10⁻¹⁷ e²/h. With m_z = 0.5 the same symmetric crystal gives 0.175 e²/h (0.177 on the 40 × 40 mesh), so its Hall response is not absent in general.

**A model in which the term can be computed**

Symmetry permits A3 but does not say that it is large. Consider a triangular lattice with unit bond vectors a_i at 0°, 120° and 240°, k measured in inverse lattice spacings, and θ_i = k·a_i:

H = −2t Σ cos θ_i + α Σ sin θ_i (a_ix σ_y − a_iy σ_x) + λ Σ sin θ_i σ_z + J m·σ.

The α term is the Rashba coupling. The λ term changes sign under k → −k, while σ_z is unchanged by a rotation about z, so λ breaks the twofold axis. A horizontal mirror reverses σ_x and σ_y at fixed k, so α breaks that mirror. If either coupling is absent, one of the forbidding symmetries returns and h = 0 for in-plane m.

The Hall current follows from first-order perturbation theory. Let a field along y move k at the rate k̇_y = −eE_y/ħ, with electron charge −e. A state in band n acquires an amplitude c in the other band m′:

iħ⟨m′|∂_y n⟩ k̇_y = (ε_m′ − ε_n) c.

Differentiating H|n⟩ = ε_n|n⟩ and projecting on m′ gives, after complex conjugation,

⟨n|∂_x H|m′⟩ = (ε_n − ε_m′)⟨∂_x n|m′⟩.

The energy differences cancel in the extra velocity:

v_x = (2/ħ) Re[⟨n|∂_x H|m′⟩ c] = 2 Im[⟨∂_x n|m′⟩⟨m′|∂_y n⟩] k̇_y = −Ω k̇_y,

with Ω = −2 Im⟨∂_x n|∂_y n⟩. The missing term ⟨∂_x n|n⟩⟨n|∂_y n⟩ is a product of two imaginary numbers, hence real, and does not matter. Multiplying by −e and summing over states with occupation f,

h = −(e²/ħ) ∫ d²k/(2π)² Σ f Ω.

As a check of sign and size, the Schrödinger equation of the model was integrated in time for the lower band at k = (0.9, 0.5) with m at 30°. It gave v_x/k̇_y = −0.00933, equal to −Ω at that point to the digits shown.

For two bands write H = ε + d·σ. The bands are separated by 2|d|, and the relation for ⟨n|∂_x H|m′⟩ turns Ω into

Ω = −2 Im[⟨n|∂_x d·σ|m′⟩⟨m′|∂_y d·σ|n⟩]/(4|d|²).

By completeness the product equals ⟨n|(∂_x d·σ)(∂_y d·σ)|n⟩ minus a real number. The Pauli product has the imaginary part (∂_x d × ∂_y d)·⟨σ⟩, and ⟨σ⟩ = −d/|d| in the lower band. Therefore

Ω_lower = d·(∂_x d × ∂_y d)/(2|d|³), Ω_upper = −Ω_lower.

**Order of the threefold term in the spin-orbit coupling**

Let d = J m + s, where the in-plane part of s is proportional to α and s_z to λ. For in-plane m, the direction of m enters in two places. One is |d|, through m·s, which carries one factor α. The other is m·(∂_x s × ∂_y s). An in-plane component of this cross product needs one in-plane and one z component of s, so it carries αλ. Each factor of m thus brings at least one factor of α. The polynomial behind sin 3φ contains three factors of m and needs at least α³.

It also needs λ. A twofold rotation maps the film with (λ, m) onto one with (−λ, −m) and leaves h unchanged; with Onsager's relation, h is odd in λ. The lowest permitted order is

A3 ∝ λα³ for weak α and λ,

at fixed t, J, Fermi level and temperature. The lower-order term αλ is linear in m, and the threefold axis forbids it in the plane. Halving each coupling in turn from 0.01 eV gives powers 2.998 for α and 0.998 for λ. The law does not reach the film computed below: at α = λ = 0.10 eV the local powers are 2.1 and 0.3, and extrapolating from 0.01 eV would give 1.4 × 10⁻³ e²/h instead of 8.5 × 10⁻⁴. Nor is the term always small there: its size is a tenth of h for m along z with the Fermi level at −0.30 eV, and a third at −0.8 eV.

**Numbers for one film**

Take t = 0.30 eV, J = 0.40 eV, α = λ = 0.10 eV, a Fermi level of −0.30 eV and 300 K. The result is

A3 = 8.47 × 10⁻⁴ e²/h = 0.0328 μS, A9 = −3.8 × 10⁻⁷ e²/h.

At φ = 0°, 30°, 60° and 90°, h is 0, 8.47, 0 and −8.47 in units of 10⁻⁴ e²/h, with m_z = 0 throughout. The size and sign are not universal: moving the Fermi level to −0.35 or −0.25 eV gives 1.3 × 10⁻³ or 3.1 × 10⁻⁴ e²/h, and A3 is 3.5 × 10⁻³ e²/h with the Fermi level at −0.8 eV and −4.0 × 10⁻³ e²/h at 0.1 eV.

For the voltage, invert the conductivity tensor. With current along x,

ρ_yx = −σ_yx/D = (h − s)/D, D = σ_xx σ_yy − s² + h².

Reversing m changes h and leaves s and D unchanged, so the odd part is h/D and the even part −s/D. With a scattering time of 10 fs, σ_xx is 30.5 e²/h at φ = 30°, a sheet resistance of 845 Ω. Since σ_yy is close to σ_xx and s is small,

h/D ≈ 8.47 × 10⁻⁴/30.5² = 9.1 × 10⁻⁷ h_P/e²,

where h_P is Planck's constant. With h_P/e² = 25.8 kΩ this is 23 mΩ, in agreement with the full inversion, 23.4 mΩ. The even, planar Hall part is 510 mΩ, about 22 times larger. At this angle a measurement without reversal of m would mostly record the planar Hall effect. At φ = 90° the mirror makes s vanish, while the odd part keeps its full size.

**Canting has the same angular form**

The manuscript's mechanism is nevertheless real, and the angle dependence cannot exclude it. Suppose the film is a cubic crystal grown along (111), with anisotropy energy K1(α1²α2² + α2²α3² + α3²α1²), where α1, α2, α3 are the components of m along the cube axes. Because these squares sum to one, the bracket equals (1 − Σα_i⁴)/2. Write α_i = m_z/√3 + √(1 − m_z²) p_i, where p is the in-plane direction. With x along (1, −1, 0) and y along (1, 1, −2),

p_i = √(2/3) cos(φ − φ_i), φ_i = 30°, 150°, 270°.

Hence Σp_i = 0, Σp_i² = 1, Σp_i³ = sin 3φ/√6 and Σp_i⁴ = 1/2. To second order in m_z,

Σα_i⁴ = (1 − 2m_z²)/2 + (4/√18) m_z sin 3φ + 2m_z².

The anisotropy energy is then a constant − K1 m_z²/2 − (√2/3) K1 m_z sin 3φ. Add the demagnetizing energy μ0Ms²m_z²/2, the interface anisotropy −Ku m_z², and the energy in an in-plane field B, which contributes MsB m_z²/2. Minimizing the sum gives

m_z = (√2/3) K1 sin 3φ/S, S = μ0Ms² − 2Ku + MsB − K1,

provided S > 0, m_z is small and the field holds the in-plane angle.

For Ms = 1.0 × 10⁶ A/m, K1 = 5 × 10⁴ J/m³, Ku = 4 × 10⁵ J/m³ and B = 1 T,

S = (1.257 − 0.800 + 1.000 − 0.050) × 10⁶ = 1.407 × 10⁶ J/m³,

and the amplitude of m_z is 2.36 × 10⁴/1.407 × 10⁶ = 0.0168, or 0.96°. The model's ordinary response is dh/dm_z = 0.0187 e²/h, so canting contributes 3.1 × 10⁻⁴ e²/h, which is 37% of A3. Its sign relative to A3 depends on the material, and so does the ratio: dh/dm_z is only 6 × 10⁻⁴ of σ_xx in this single-layer model, while 3d ferromagnets have anomalous Hall angles of order 10⁻², so 37% is no estimate for a real film. Read by the manuscript's method, A3 alone would be reported as a canting that does not exist: 2.6° if converted with this small-tilt slope, and 5.6° if converted with the value for m along z, 8.7 × 10⁻³ e²/h, since h in the model is not proportional to m_z.

The field dependence distinguishes the two. With m saturated, canting varies as 1/(B + B0), where B0 = 0.41 T here, and falls to 8.1 × 10⁻⁵ e²/h at 5 T. The intrinsic term in this model stays. A fit of the sin 3φ amplitude against 1/(B + B0) thus has A3 as its intercept, if Hall terms produced directly by the field are negligible; the model omits them. B0 must be known or fitted: over 0.5 to 5 T the intercept is 7% high if B0 is taken as zero and 6% low if it is taken as 0.8 T.

Misalignment is a separate matter. With K1 set to zero, a field raised 0.5° out of the film at 1 T gives m_z = 0.0060 and 1.1 × 10⁻⁴ e²/h through the tilt of m. The normal field of 8.7 mT also produces an ordinary Hall term that reverses with the field; in this model, with a 10 fs scattering time and a lattice spacing of 0.25 nm, it is −1.8 × 10⁻⁴ e²/h, larger than the tilt term and of opposite sign. If the plane of rotation is tilted, the elevation varies once per turn, so to first order the error appears in the first harmonic.

**Limits of the model**

The parameters are round values chosen for illustration, and two bands replace the many d bands of a real ferromagnetic metal. The magnetic constants Ms, K1 and Ku are chosen independently of the band model. Its own spin-orbit terms favor m along z by 0.69 meV per site, about 2 mJ/m² for a spacing of 0.25 nm, which matches the Ku used only when spread over about 5 nm of film. The model also assumes a single in-plane crystal orientation. A grain rotated by β contributes A3 sin 3(φ − β); in a simple area average, random β gives zero, and two twins rotated by 180° cancel if their areas are equal. A 75:25 twin mixture keeps half of A3. Parallel conducting layers also matter: if they double the sheet conductance without adding to h, the 23 mΩ falls to about 6 mΩ.

Other corrections, at fixed Fermi level, are these. A Lorentzian level width of 66 meV (full width) lowers A3 by 3% when it enters the Green's functions of the Kubo–Bastin formula; smearing only the occupations with the same Lorentzian gives 15% and overstates the effect. Operation at 400 K lowers it by 2%. A 10% loss of exchange raises it by 11%. These two changes depend on what is held fixed: at fixed electron number, 400 K lowers A3 by 1% and the loss of exchange lowers it by 7%. A 1% change in the hopping along one bond direction leaves a single mirror and creates a sin φ term of −2.0 × 10⁻⁴ e²/h, 24% of A3 in size; if α and λ on that bond also change by 1%, the term is −3.2 × 10⁻⁴ e²/h. Asymmetric scattering from impurities is left out of the model and could be as large as the intrinsic term: a deflection ratio of only 2.8 × 10⁻⁵ relative to σ_xx would equal A3. Such scattering obeys the same symmetry rules, so the zeros and the angular form survive, but 0.033 μS is the intrinsic part in this model and not a forecast of the total.

**Requested changes**

The statement that an anomalous Hall voltage in the film requires m_z should be restricted to films with a twofold normal axis or a horizontal mirror. For the C3v film, the canting angle should be withdrawn unless it is measured independently or separated by its field dependence. The manuscript should also report the in-plane crystal orientation and twin fractions, since these decide whether a threefold signal can survive averaging. The numerical output below gives the main values used in this comment.

Computed values

```
In-plane terms allowed (first order, third order in m):
  Cs   1, 2
  C3   0, 2
  C3v  0, 1
  D3d  0, 1
  D3h  0, 0
  C2   0, 0
  C2v  0, 0
  C4v  0, 0
  C6v  0, 0
Random crystal, in-plane m, no C2z: -0.2837 e^2/h
Random crystal, in-plane m, with C2z: 1.5e-17 e^2/h (size)
Random crystal, m_z = 0.5, with C2z: 0.1771 e^2/h
Inputs: t 0.30, J 0.40, alpha 0.10, lambda 0.10, Fermi level -0.30 eV
Temperature 300 K, scattering time 10 fs
Velocity/rate from time evolution: -0.00933 (a^2 units)
Minus Berry curvature, same k: -0.00933 a^2
A3 = 8.4657e-04 e^2/h = 3.2796e-02 uS
A9 = -3.767e-07 e^2/h
Largest forbidden remainder: 1.4e-15 e^2/h
h at phi = 0 deg: 0.0000e+00 e^2/h
h at phi = 30 deg: 8.4694e-04 e^2/h
h at phi = 60 deg: 0.0000e+00 e^2/h
h at phi = 90 deg: -8.4694e-04 e^2/h
Power of alpha 2.998, power of lambda 0.998
A3 at Fermi level -0.8 eV: 3.515e-03 e^2/h
A3 at Fermi level 0.1 eV: -3.993e-03 e^2/h
Longitudinal conductance at 30 deg: 30.540 e^2/h
Sheet resistance at 30 deg: 845.2 ohm
Transverse resistance odd in m, 30 deg: 23.424 mohm
Transverse resistance even in m, 30 deg: 510.377 mohm
Slope dh/dm_z: 1.8671e-02 e^2/h
Tilt giving the same signal: 2.598 deg (small-angle)
Ms 1.0e+06 A/m, K1 5.0e+04 J/m3, Ku 4.0e+05 J/m3
Canting at 1 T: m_z 0.01676, Hall size 3.129e-04 e^2/h
Canting at 5 T: m_z 0.00436, Hall size 8.140e-05 e^2/h
Field misaligned 0.5 deg at 1 T: m_z 0.00599, size 1.119e-04 e^2/h
sin(phi) term from 1 % bond change: -1.995e-04 e^2/h
Broadening hbar/tau: 65.8 meV
A3 with that broadening: 7.184e-04 e^2/h
A3 at 400 K: 8.325e-04 e^2/h
A3 with J lower by 10 %: 9.366e-04 e^2/h
Matching asymmetric-scattering angle: 0.0277 mrad
```
